\section*{Spectral-hole-burning gain compression from carrier relaxation and dephasing times}

Suppose that every transition in an optical amplifier has the frequency of the light. Let $\rho_c$ and $\rho_v$ be the electron occupations of the upper and lower state of one transition, and $w=\rho_c-\rho_v$ its inversion. Light moves electrons down at the net rate $Ww$. Collisions within each band pull the occupations back towards reservoir values $f_c$ and $f_v$ in times $\tau_c$ and $\tau_v$. In the steady state
\begin{equation}
0=-\frac{\rho_c-f_c}{\tau_c}-Ww,\qquad
0=-\frac{\rho_v-f_v}{\tau_v}+Ww .
\end{equation}
Hence $\rho_c=f_c-\tau_cWw$ and $\rho_v=f_v+\tau_vWw$. Subtracting, with $w_0=f_c-f_v$ and $\tau_s=\tau_c+\tau_v$, gives $w=w_0-\tau_sWw$, or
\begin{equation}
w=\frac{w_0}{1+\tau_sW}. \label{eq:single}
\end{equation}
The gain falls by the same factor as the inversion. The two times enter through their sum, because an electron missing above and an electron too many below reduce $w$ equally.

In a semiconductor the transition frequencies $\omega$ are spread over a band. The light then depletes those near its own frequency $\omega_0$ and burns a hole in the inversion. To find the resulting loss of gain we need $W$ as a function of $\omega$, which is where dephasing enters.

Let the field be $E(t)=E_0\cos\omega_0t$, let $d$ be the real dipole matrix element along it, the same for all transitions, and let $\Omega=dE_0/\hbar$. SI units are used. The Hamiltonian of one transition has diagonal elements $\hbar\omega$ and $0$, and off-diagonal element $V=-dE=-\hbar\Omega\cos\omega_0t$. With $p=\rho_{cv}$, the commutator in $i\hbar\dot\rho=[H,\rho]$ has the elements
\begin{equation}
[H,\rho]_{cv}=\hbar\omega p-Vw,\qquad
[H,\rho]_{cc}=V(p^*-p)=-2iV\,\mathrm{Im}\,p .
\end{equation}
Adding a dephasing rate $\gamma=1/T_2$ and the relaxation of the occupations, we obtain
\begin{align}
\dot p&=-(\gamma+i\omega)p-i\Omega\cos(\omega_0t)\,w,\\
\dot\rho_c&=-\frac{\rho_c-f_c}{\tau_c}-G,\qquad
\dot\rho_v=-\frac{\rho_v-f_v}{\tau_v}+G,\\
G&=-2\Omega\cos(\omega_0t)\,\mathrm{Im}\,p .
\end{align}
Transitions are coupled here only through their fixed reservoirs. Coulomb enhancement and a dependence of $T_2$ on density are left out.

Write $p=\tilde p\,e^{-i\omega_0t}$ and $\nu=\omega-\omega_0$. The drive of $\tilde p$ becomes $-\frac{i}{2}\Omega w(1+e^{2i\omega_0t})$. For $\omega_0T_2\gg1$ and $\Omega\ll\omega_0$ the rapidly rotating term averages out, and in the steady state
\begin{equation}
\tilde p=-\frac{i\Omega}{2}\frac{w}{\gamma+i\nu},\qquad
\mathrm{Im}\,\tilde p=-\frac{\Omega w}{2}\frac{\gamma}{\gamma^2+\nu^2}.
\end{equation}
The cycle average of $p\cos\omega_0t$ is $\tilde p/2$, so the mean rate is $G=-\Omega\,\mathrm{Im}\,\tilde p=Ww$, where
\begin{equation}
W=\frac{\Omega^2T_2}{2}L,\qquad L=\frac{1}{1+\nu^2T_2^2}.
\end{equation}
Equation~(\ref{eq:single}) now reads
\begin{equation}
w=\frac{w_0}{1+SL},\qquad S=\frac{\Omega^2T_2\tau_s}{2}. \label{eq:S}
\end{equation}

The gain follows from the work done on the field. The dipole moment is $2d\,\mathrm{Re}\,p$, and the field receives the mean power $-\langle E\,\partial_t(2d\,\mathrm{Re}\,p)\rangle$. Integration by parts over a cycle turns this into $\langle\dot E\,2d\,\mathrm{Re}\,p\rangle=-2\omega_0E_0d\,\langle\sin(\omega_0t)\,\mathrm{Re}\,p\rangle$. Since $\mathrm{Re}\,p=\mathrm{Re}\,\tilde p\cos\omega_0t+\mathrm{Im}\,\tilde p\sin\omega_0t$, the average is $\mathrm{Im}\,\tilde p/2$ and the power is $-\hbar\omega_0\Omega\,\mathrm{Im}\,\tilde p=\hbar\omega_0G$, one photon per downward transition.

Let $D(\omega)$ be the number of transitions per volume and angular frequency, and $F=Dw_0$. Dividing the power per volume by the intensity $I=\frac12n\varepsilon_0cE_0^2$, with $n$ the refractive index, gives
\begin{equation}
g=\frac{\hbar\omega_0}{I}\int DWw\,d\omega
=\frac{\omega_0d^2T_2}{\hbar n\varepsilon_0c}\int\frac{F L}{1+SL}\,d\omega . \label{eq:gain}
\end{equation}
If $F$ is flat over many saturated widths $\sqrt{1+S}/T_2$, it leaves the integral. With $x=\nu T_2$ we have $L/(1+SL)=1/(1+S+x^2)$, whose integral over $x$ is $\pi/\sqrt{1+S}$. Therefore
\begin{equation}
g=\frac{g_{\rm lin}}{\sqrt{1+S}}
=g_{\rm lin}\left(1-\frac S2+\frac{3S^2}{8}-\dots\right),\qquad
g_{\rm lin}=\frac{\pi\omega_0d^2F}{\hbar n\varepsilon_0c}. \label{eq:root}
\end{equation}
The weak-drive compression is
\begin{equation}
\frac S2=\frac{\Omega^2T_2(\tau_c+\tau_v)}{4}.
\end{equation}
The dephasing time has dropped out of the linear gain but not out of its compression. A longer $T_2$ concentrates the same total rate on fewer transitions, which are then depleted more deeply.

For a spectrum that is not flat, expand Eq.~(\ref{eq:gain}) to first order in $S$, using $L/(1+SL)\simeq L-SL^2$. The relative loss is
\begin{equation}
\frac{g_{\rm lin}-g}{g_{\rm lin}}=K\frac S2,\qquad
K=\frac{2\int F L^2\,d\omega}{\int F L\,d\omega}. \label{eq:K}
\end{equation}
Since $\int L\,dx=\pi$ and $\int L^2dx=\pi/2$, $K$ is the average of $F$ with the narrow weight $L^2$ divided by its average with the wide weight $L$. A flat $F$ gives $K=1$. In the opposite limit, a band much narrower than $1/T_2$ and centred on the light, $L=1$ throughout and $K=2$. The loss is then $S$, the first-order form of the opening case. Near transparency $\int FL\,d\omega$ tends to zero and the relative compression loses its meaning, although the absolute change of gain stays finite.

Device models use the photon density $P$. In a dispersive medium the mean electric energy density is $\frac14\varepsilon_0E_0^2\,d(\omega n^2)/d\omega$, and the magnetic one is $\frac14\varepsilon_0n^2E_0^2$. Their sum is
\begin{equation}
\frac{\varepsilon_0E_0^2}{4}\left(2n^2+2\omega n\frac{dn}{d\omega}\right)
=\frac12\varepsilon_0nn_gE_0^2=\hbar\omega_0P,
\end{equation}
with the group index $n_g=n+\omega\,dn/d\omega$. Hence $\Omega^2=2\omega_0d^2P/(\hbar\varepsilon_0nn_g)$, and $S/2=\epsilon P$ with
\begin{equation}
\epsilon=\frac{\omega_0d^2T_2(\tau_c+\tau_v)}{2\varepsilon_0nn_g\hbar}. \label{eq:eps}
\end{equation}
At fixed intensity $P=In_g/(c\hbar\omega_0)$, so $n_g$ cancels from the compression.

A second, much weaker beam at $\omega_0+\delta$ does not simply read out the static hole. The two fields beat, and the inversion follows the beat. In the rotating frame let $\Omega(t)=\Omega_0+\Omega_1e^{-i\delta t}$, with $\Omega_0$ real, and again take $F$ flat. Define
\begin{equation}
a=\frac1{\gamma+i(\nu-\delta)},\qquad b=\frac1{\gamma-i\nu}.
\end{equation}
To first order in the fields, the polarisation has the parts $p_0=-\frac i2\Omega_0w_0b^*$ and $p_1e^{-i\delta t}$ with $p_1=-\frac i2\Omega_1w_0a$. The rate $G=-\mathrm{Im}(\Omega^*\tilde p)=\frac i2(\Omega^*\tilde p-\Omega\tilde p^*)$ then has, at $e^{-i\delta t}$, the component
\begin{equation}
G_\delta=\frac i2(\Omega_0p_1-\Omega_1p_0^*)=\frac{\Omega_0\Omega_1w_0}{4}(a+b).
\end{equation}
The equation for $\rho_c$ at this frequency, $-i\delta\rho_{c\delta}=-\rho_{c\delta}/\tau_c-G_\delta$, gives $\rho_{c\delta}=-\tau_cG_\delta/(1-i\delta\tau_c)$. The lower state responds with the opposite sign and with $\tau_v$. The inversion thus oscillates with amplitude
\begin{equation}
w_\delta=-HG_\delta,\qquad
H=\frac{\tau_c}{1-i\delta\tau_c}+\frac{\tau_v}{1-i\delta\tau_v}.
\end{equation}
The static hole is $w_s=-\tau_s\frac{\Omega_0^2}{2}w_0\frac{b+b^*}{2}$, because $\gamma/(\gamma^2+\nu^2)=(b+b^*)/2$. Both changes of inversion feed the probe polarisation, which becomes $-\frac i2a(\Omega_1w_0+\Omega_1w_s+\Omega_0w_\delta)$.

It remains to integrate over $\nu$. The poles of $a$ and $b^*$ lie in the upper half-plane and that of $b$ in the lower. Closing the contour below gives $\int a^2d\nu=\int ab^*d\nu=0$. Writing $b=i/(\nu+i\gamma)$, the clockwise contour gives $\int ab\,d\nu=2\pi a(-i\gamma)=2\pi/(2\gamma-i\delta)$. The linear term gives $\int a\,d\nu=\pi$ with symmetric limits. Dividing by it,
\begin{equation}
\frac{\Delta g}{g}=-\mathrm{Re}\,\frac{\Omega_0^2}{2}\frac{\tau_s+H}{2\gamma-i\delta}
=-\frac S2\,\mathrm{Re}\,\frac{1+H/\tau_s}{1-i\delta T_2/2}. \label{eq:probe}
\end{equation}
The static part alone is a Lorentzian of half width $\delta=2/T_2$: one width $1/T_2$ comes from burning and one from reading. As $\delta\to0$, $H\to\tau_s$ and the probe loses $S$, twice the loss of the pump. The doubling reflects a third-order polarisation proportional to $|\Omega|^2\Omega$, whose variation contains $2\Omega_0^2\Omega_1$. The limit assumes that the reservoirs do not follow the beat. It therefore applies only when $\delta$ is small against $1/\tau_c$, $1/\tau_v$ and $1/T_2$, yet large enough that the slower response of carrier density and temperature is negligible.

As an example, take a quantum-well amplifier at 1550 nm. Round model values are $d/e=0.70$ nm, $T_2=60$ fs, $\tau_c=100$ fs, $\tau_v=50$ fs, $n=3.4$ and $n_g=3.8$. A power of 10 mW in a mode area of $0.5\ \mu\mathrm m^2$ gives $I=2.0\ \mathrm{MW/cm^2}$, which is also taken as the intensity at the wells. Then
\begin{equation}
E_0=\sqrt{\frac{2I}{n\varepsilon_0c}}=0.0211\ \mathrm{MV/cm},\qquad
\hbar\Omega=dE_0=1.47\ \mathrm{meV}.
\end{equation}
This is well below $\hbar/T_2=11.0$ meV. With $\Omega=2.24\times10^{12}\ \mathrm{s^{-1}}$,
\begin{equation}
S=\tfrac12(2.24\times10^{12})^2(60\times10^{-15})(150\times10^{-15})=0.0226 .
\end{equation}
The flat-ensemble compression is $S/2=1.13\%$; the square-root law gives 1.11\%. Identical resonant transitions would lose $S/(1+S)=2.21\%$. Equation~(\ref{eq:eps}) gives $\epsilon=5.70\times10^{-18}\ \mathrm{cm^3}=5.70\times10^{-24}\ \mathrm{m^3}$. Multiplied by $P=1.98\times10^{15}\ \mathrm{cm^{-3}}$, it returns 1.13\%.

With fixed reservoirs and to first order in $S$, Eq.~(\ref{eq:probe}) gives a weak probe a loss of 2.26\% in the limit of vanishing detuning, 1.86\% at 1 THz and 0.92\% at 3 THz; to all orders in the pump these become 2.20\%, 1.83\% and 0.91\%. In a real amplifier, beating of the carrier density and temperature adds to the loss at small detuning. The first-order loss with fixed reservoirs falls to half its peak at 2.40 THz (2.45 THz to all orders), against $1/(\pi T_2)=5.31$ THz for the static part. The beating contribution fades sooner because the occupations cannot follow a fast beat. At 10 THz the static part would be $1.13\%/[1+(10/5.31)^2]=0.25\%$, but the total is 0.17\%: the phase lag has turned the beating into a small contribution to the gain.

Next replace the flat spectrum by one pair of parabolic subbands with masses $0.045m_e$ and $0.15m_e$, at 300 K and $2.0\times10^{12}$ carriers of each kind per $\mathrm{cm^2}$. The density of transitions is constant above the edge and zero below. Each chemical potential $\mu$, measured from its subband edge, follows from $N=(mk_BT/\pi\hbar^2)\ln(1+e^{\mu/k_BT})$. The photon energy lies 25 meV above the edge, where the inversion is 0.63. Trapezoidal integration up to 1 eV above the edge gives $K=1.27$, and the full integral in Eq.~(\ref{eq:gain}) gives a compression of 1.41\%. $K$ exceeds one because the wide weight $L$ reaches further below the edge and into the less inverted and absorbing states at high energy, which lowers the linear gain more than the hole term. The value depends on where the Lorentzian wing is cut: an upper limit of 0.3 eV gives $K=1.25$ and 1.38\%, and one of 2.5 eV gives $K=1.275$ and 1.41\%. Higher subbands and the true shape of the line wings would alter this factor further.

The stimulated rate per well area is $R=(m_r/\pi\hbar^2)(\Omega^2T_2/2)\int w_0L\,d\mathcal E$, with $m_r$ the reduced mass and $\mathcal E$ the transition energy. It equals $3.63\times10^{10}\ \mathrm{cm^{-2}\,ps^{-1}}$, or 1.8\% of the carriers each picosecond. Holding the density against this loss would take about $eR=5.8\ \mathrm{kA/cm^2}$ per well, a heavy demand. Without such refilling, depletion of the reservoirs overtakes hole burning within about a picosecond. The computed compression is the fast part that precedes it. Moreover, the hole itself holds $\tau_cR$ fewer electrons and $\tau_vR$ fewer holes than the reservoirs. Comparing at fixed true density and fixed reservoir temperature instead raises the gain by 0.12\%, so the loss is nearer 1.3\%. The hole also lacks the energy of the missing carriers. At fixed true density and true energy the reservoirs are about 2.7 K and 0.4 K cooler, the gain rises by 0.4\%, and the loss is nearer 1.0\%.

Carrier heating is another omission, and it can exceed the hole burning. Let $U(N,T)$ be the energy per area of one carrier type, and let light remove carriers of energy $\mathcal E_r$ at rate $R$, while the excess temperature decays in a time $\tau_E$. Equating $\dot U=-\mathcal E_rR-(\partial U/\partial T)\Delta T/\tau_E$ with $(\partial U/\partial N)(-R)+(\partial U/\partial T)\dot T$ and setting $\dot T=0$ gives
\begin{equation}
\Delta T=\tau_ER\,\frac{\partial U/\partial N-\mathcal E_r}{\partial U/\partial T}.
\end{equation}
If all carriers are removed at the photon energy, the numerator, found by finite differences, is 89 meV for electrons and 39 meV for holes. The broadened line shifts the mean energy removed, by an amount that depends on its far wings: with the Lorentzian cut at 1 eV the mean transition energy falls from 25 to 16 meV, which would raise the 2.5\% found below to 2.7\%. For a rough $\tau_E=0.7$ ps the carriers warm by 19 K and 6 K. Recomputing the linear gain at these temperatures and unchanged density gives a loss of 2.5\%, more than the hole. This lets electrons and holes keep separate temperatures; a common temperature would rise by about 11.5 K and give about 3\%. The balance contains no refilling. If injection holds the density, the mean energy of the injected carriers takes the place of $\partial U/\partial N$, and the heating depends on how they enter. The estimate applies to a signal longer than $\tau_E$ but short compared with the depletion time $N/R=55$ ps. It is the heating part alone: if the density is not held, depletion adds a gain loss of nearly 2% per picosecond and soon exceeds it. Free-carrier absorption, with a rough cross-section of $10^{-17}\ \mathrm{cm^2}$, would add about 5\% to the heating power. A rough two-photon coefficient of 30 cm/GW gives a loss of $0.06\ \mathrm{cm^{-1}}$, which is 0.2\% of an assumed modal gain of $30\ \mathrm{cm^{-1}}$.

For real III--V wells, dephasing and relaxation times of some tens to a hundred or so femtoseconds are usual, and total compression coefficients are roughly of order $10^{-17}\ \mathrm{cm^3}$. The model value lies somewhat below that. Carrier heating can be a large omission, though its size depends on how carriers are refilled: adding the heating loss estimated above to the 1.0\% from hole burning at fixed true density and energy brings the estimate to roughly 3.5\%. A measured total should therefore not be converted into $T_2\tau_s$ through Eq.~(\ref{eq:eps}) unless the slower contributions have been separated in time or in detuning. Even then the product is uncertain, since $\epsilon$ varies as $d^2$ and a 10\% error in the dipole shifts it by about 20\%.
